# Bound Charge of a 180-Degree Wall Tilted by One Degree

## Problem

A ferroelectric crystal contains two domains whose spontaneous polarizations have the same magnitude $P=0.50$ C/m² (50.0 µC/cm²) and opposite directions along the polar axis $z$. The flat wall between them is tilted by $\theta=1.0^\circ$ from the polar axis. The tilt is such that both polarizations point towards the wall (head-to-head).

1. Find the bound charge per unit wall area due to the spontaneous polarization. Show that it does not depend on the thickness of the wall.
2. On the atomic scale the wall consists of upright segments joined by horizontal steps, each one cell edge wide. Recover the result of part 1 from the charge on the steps.
3. The crystal has relative permittivity $\varepsilon_r=30$. Find the total bound charge and the field beside a large flat wall when there are no free carriers. What changes if free carriers screen the wall completely?
4. The wall now crosses a hafnia film of thickness $d=10.0$ nm between shorted metal electrodes. The polar axis is normal to the film and the cell edge is $a=0.50$ nm. Decide what the one-degree tilt means in such a film, and estimate the fields that the average charge hides. For comparison, take a coercive field of 1.0 MV/cm and a band gap of 5.5 eV.
5. How much does the charge change if the angle is larger by $0.1^\circ$, or if the film is heated by 60 K? Take the polarization to fall by 50 µC/m² per kelvin.

The material values are rough typical ones for ferroelectric hafnia. The permittivity is treated as isotropic.

## Solution

### 1. Charge of the tilted wall

Let domain 1 have polarization $\mathbf P_1=P\hat{\mathbf z}$ and domain 2 have $\mathbf P_2=-P\hat{\mathbf z}$. The unit normal $\mathbf n$ of the wall points from domain 1 to domain 2.

Bound charge density is $\rho_b=-\nabla\cdot\mathbf P$. Integrated over a volume, with the divergence theorem, this gives

$$Q_b=-\oint \mathbf P\cdot d\mathbf A ,$$

where $d\mathbf A$ points outwards. Take a flat box of face area $A$ that encloses a piece of the wall. Its face in domain 2 has outward normal $\mathbf n$, and its face in domain 1 has outward normal $-\mathbf n$. The side faces contribute nothing as the box is made thin. Therefore

$$Q_b=-\left(\mathbf P_2\cdot\mathbf n-\mathbf P_1\cdot\mathbf n\right)A,
\qquad
\sigma=\frac{Q_b}{A}=(\mathbf P_1-\mathbf P_2)\cdot\mathbf n .$$

The angle $\theta$ is measured between the polar axis and the wall plane, not the normal. Choose $x$ so that the tilt lies in the $xz$ plane. The direction

$$\mathbf t=(-\sin\theta,\,0,\,\cos\theta)$$

lies in the wall and makes the angle $\theta$ with $z$. The normal perpendicular to it is

$$\mathbf n=(\cos\theta,\,0,\,\sin\theta),$$

since $\mathbf t\cdot\mathbf n=-\sin\theta\cos\theta+\cos\theta\sin\theta=0$. Hence $\mathbf P_1\cdot\mathbf n=P\sin\theta$ and $\mathbf P_2\cdot\mathbf n=-P\sin\theta$, so that

$$\boxed{\sigma=2P\sin\theta}$$

For $\theta>0$ the normal has a small upward component. Domain 2 lies on the upper side of the wall and is polarized downwards; domain 1 lies on the lower side and is polarized upwards. This is the head-to-head case, and $\sigma$ is positive. Reversing the tilt makes the wall tail-to-tail and changes the sign of $\sigma$.

With $\sin 1.0^\circ=0.017452$,

$$\sigma=2\times50.0\times0.017452=1.745\ \text{µC/cm}^2 ,$$

or $0.01745$ C/m².

Two limits show the role of the angle. An upright wall, $\theta=0$, is neutral because the normal component of $\mathbf P$ is zero on both sides. A wall lying across the axis, $\theta=90^\circ$, carries $2P=100.0$ µC/cm². Using the cosine in place of the sine would give 99.98 µC/cm² for the present wall, which is nearly the charge of a wall across the axis. Counting one domain alone would give 0.873 µC/cm², half the correct value.

A real wall has a finite thickness. Let the polarization depend only on the distance $s=x\cos\theta+z\sin\theta$ from the wall's centre plane. Then $\nabla\cdot\mathbf P=d(\mathbf P\cdot\mathbf n)/ds$, and the charge per unit area is

$$\int_{-\infty}^{\infty}\rho_b\,ds
=-\int_{-\infty}^{\infty}\frac{d(\mathbf P\cdot\mathbf n)}{ds}\,ds
=\mathbf P_1\cdot\mathbf n-\mathbf P_2\cdot\mathbf n
=2P\sin\theta .$$

Only the end values enter. The thickness and the profile determine where the charge sits, but not its total. Numerical integration of $-\nabla\cdot\mathbf P$ through a smooth wall with $P_z=-P\tanh(s/w)$ and $w=0.3$ nm also gives 1.7452 µC/cm².

### 2. The same charge, counted step by step

An upright segment has a horizontal normal and is neutral. A horizontal step face separates upward polarization below from downward polarization above. Its normal is $\hat{\mathbf z}$, so it carries $2P$ per unit area. A step of width $a$ therefore carries, per unit length along $y$,

$$\lambda=2Pa .$$

To follow a plane tilted by $\theta$, the wall must shift sideways by $a$ for every height $h$ such that $\tan\theta=a/h$. The mean height per step is

$$h=\frac{a}{\tan\theta}=28.6\ \text{nm}.$$

The mean plane has length $h/\cos\theta=a/\sin\theta$ per step. Dividing the step charge by this length gives

$$\sigma=\frac{2Pa}{a/\sin\theta}=2P\sin\theta ,$$

as before. The cell edge cancels: smaller steps carry less charge, but there are more of them.

A lattice wall 20 000 cells high, built to follow the one-degree plane, contains 349 complete steps. Adding their charges and dividing by the area of the mean plane gives 1.7447 µC/cm². The continuous plane would shift by $20\,000\tan\theta=349.1$ cells. The missing fraction of a step accounts for the relative difference of 0.03%.

### 3. What the surrounding dielectric and free carriers do

The charge $\sigma$ comes from the spontaneous polarization. Its field also polarizes the crystal, and this induced polarization contributes bound charge of its own. The phrase "bound charge of the wall" therefore needs a statement of what is included.

Consider a large flat wall without free carriers, far from electrodes. Let $\sigma_{\rm tot}$ be its total bound charge per area. By symmetry the field has the same strength on both sides and points away from the positive wall:

$$E=\frac{\sigma_{\rm tot}}{2\varepsilon_0}.$$

The induced polarization has magnitude $\varepsilon_0(\varepsilon_r-1)E$ and also points away from the wall on both sides. By the box argument of part 1, it leaves a negative charge at the wall:

$$\sigma_{\rm ind}=-2\varepsilon_0(\varepsilon_r-1)E=-(\varepsilon_r-1)\sigma_{\rm tot}.$$

Adding the spontaneous and induced parts gives

$$\sigma_{\rm tot}=\sigma-(\varepsilon_r-1)\sigma_{\rm tot}
\quad\Longrightarrow\quad
\varepsilon_r\sigma_{\rm tot}=\sigma
\quad\Longrightarrow\quad
\sigma_{\rm tot}=\frac{\sigma}{\varepsilon_r}.$$

Thus

$$\sigma_{\rm tot}=\frac{1.745}{30}=0.058\ \text{µC/cm}^2,
\qquad
E=\frac{\sigma}{2\varepsilon_0\varepsilon_r}=0.329\ \text{MV/cm}.$$

This field is almost perpendicular to the polar axis. Its component along the axis is $E\sin\theta\approx0.006$ MV/cm, and it opposes the polarization in both domains. The full 0.329 MV/cm should therefore not be read as a field driving reversal.

Now let free carriers supply a charge $\sigma_f$ per area at the wall. The field becomes

$$E=\frac{\sigma+\sigma_f}{2\varepsilon_0\varepsilon_r}.$$

Complete screening means $\sigma_f=-\sigma$. Outside the thin layer that holds the bound and free charges, the field and the induced polarization then vanish, and the total bound charge of the layer is the full 1.745 µC/cm². Inside the layer a field can remain, because the carriers need not be distributed exactly like the bound charge. Screening by free carriers does not remove the spontaneous bound charge; it places an opposite free charge beside it.

For this head-to-head wall the compensating charge must be negative. If electrons supply all of it, their density is

$$\frac{\sigma}{e}=1.09\times10^{13}\ \text{cm}^{-2},$$

or one electron per 9.18 nm² of wall.

### 4. A one-degree wall in a 10 nm film

**Meaning of the angle.** Across the film the mean plane shifts sideways by

$$d\tan\theta=0.175\ \text{nm},
\qquad
\frac{d\tan\theta}{a}=0.349 .$$

The shift is smaller than one cell. If the wall can shift only by whole cells, a single vertical column of wall cannot have a tilt of one degree. The angle can still describe an average along $y$. If each column has either no step or one step of the same sign, about 35% of the columns have a step, when the tilt is defined by the mean shift over the full thickness $d$. A film of 20 cells has only 19 interior faces, so a lattice wall built to follow the plane as in part 2 would give $19\tan\theta\approx33\%$ and a mean charge near 1.66 µC/cm²; the remaining steps fall on the electrodes.

A column without a step is neutral. A column with one step carries, averaged over the film thickness,

$$\frac{2Pa}{d}=100.0\times\frac{0.50}{10.0}=5.0\ \text{µC/cm}^2 .$$

The average over columns is $0.349\times5.0=1.745$ µC/cm², in agreement with part 1. The factor $\cos\theta=0.99985$ between vertical height and length along the wall does not matter at this precision. The value 1.745 µC/cm² is therefore correct as a mean, while the local values are 0 and 5.0 µC/cm².

**Field near one step.** Consider a long straight step without free carriers. At a distance $r$ that is small compared with the step's length and its distance from the electrodes, it acts as a line charge. Gauss's law for a cylinder of radius $r$ and length $\ell$ gives

$$\varepsilon_0\varepsilon_rE(2\pi r\ell)=\lambda\ell
\quad\Longrightarrow\quad
E_{\rm step}=\frac{2Pa}{2\pi\varepsilon_0\varepsilon_r r}.$$

At $r=1.0$ nm this is about 3 MV/cm, roughly nine times the field of the uniformly charged wall and three times the assumed coercive field. The $1/r$ law holds for $a\lesssim r\ll d$; nearer to the step the field levels off because the step has width $a$. At $r=3$ nm the formula would give about 1 MV/cm, but the nearer electrode is at most 5 nm from the step, so the electrodes already change the field noticeably there. Directly above and below the step it lies along the polar axis and opposes the local polarization.

This is an estimate. A bulk permittivity is doubtful at 1 nm, and the step charge is spread over a width comparable with $a$. The coercive field is also a property of a whole film, not a local threshold for moving a step. The value also depends on the length of the step along $y$. A step only one cell long carries $2Pa^2\approx1.6\,e$ and gives about 0.7 MV/cm at 1 nm, below the assumed coercive field; a step 2 nm long gives about 2 MV/cm. The comparison shows that the uniform-charge model hides a large local field near steps several cells long, but it does not establish whether a step will move.

**Effect of the electrodes.** To see what the average charge does in the film, replace the steps by a uniform strip at $x=0$ between grounded plates at $z=0$ and $z=d$. This represents the average only if the steps are spread evenly in height. The slight slope of the strip is neglected, and the electrodes are taken to screen the charges $\pm P$ at the film surfaces perfectly. Write $\varepsilon=\varepsilon_0\varepsilon_r$. Away from the strip the potential obeys Laplace's equation. Solutions that vanish on both plates and far from the strip have the form

$$\phi(x,z)=\sum_{n}A_n\sin\frac{n\pi z}{d}\,e^{-n\pi|x|/d}.$$

The slope $\partial\phi/\partial x$ changes by $-\sigma/\varepsilon$ across the strip. On $0<z<d$ the constant 1 has the sine series $\sum_{n\ \rm odd}(4/n\pi)\sin(n\pi z/d)$. Matching coefficients gives, for odd $n$,

$$2A_n\frac{n\pi}{d}=\frac{\sigma}{\varepsilon}\frac{4}{n\pi}
\quad\Longrightarrow\quad
A_n=\frac{\sigma d}{2\varepsilon}\frac{4}{\pi^2n^2},$$

and zero for even $n$. At mid-height the sines alternate between $+1$ and $-1$, so

$$\phi_{\rm mid}=\frac{\sigma d}{2\varepsilon}\frac{4}{\pi^2}
\left(1-\frac1{3^2}+\frac1{5^2}-\cdots\right)
=\frac{\sigma d}{2\varepsilon}\frac{4G}{\pi^2},$$

where $G\approx0.916$ is Catalan's constant. The prefactor is $0.329$ MV/cm $\times\,10.0$ nm $=0.329$ V, and hence $\phi_{\rm mid}=0.122$ V.

This is the largest potential on the strip. It lowers the electrostatic energy of an electron there by 0.122 eV relative to the electrodes. It is far below the 5.5 eV gap, so the average wall charge does not supply enough potential to create electron-hole pairs across the gap. A long step at mid-height, treated as a charged band of width $a$ between the plates, has the potential $(\lambda/2\pi\varepsilon)[\ln(4d/\pi a)+1]\approx1.3$ V at its centre, about ten times the average value but still below the gap. Carriers from defects or electrodes are not excluded. The thickness matters here: beside a large wall far from electrodes, the uniform field of 0.329 MV/cm would build up 5.5 V over about 167 nm.

The field along the polar axis on the strip follows by differentiation:

$$E_z=-\frac{\partial\phi}{\partial z}
=-\frac{\sigma}{2\varepsilon}\frac4\pi
\sum_{n\ \rm odd}\frac{\cos(n\alpha)}{n},
\qquad \alpha=\frac{\pi z}{d}.$$

To evaluate the sum, use $\sum_{n\ \rm odd}w^n/n=\tfrac12\ln[(1+w)/(1-w)]$ with $w=e^{i\alpha}$. Since $(1+w)/(1-w)=i\cot(\alpha/2)$, the real part is $\tfrac12\ln\cot(\alpha/2)$. Therefore

$$E_z=-\frac{\sigma}{2\varepsilon}\frac2\pi
\ln\cot\frac{\pi z}{2d}.$$

One cell from the lower electrode, at $z=0.50$ nm, the magnitude is 0.532 MV/cm, about half the assumed coercive field. The formula diverges logarithmically at the electrode because it assumes a perfectly thin strip that touches the metal.

A finite-difference solution of Poisson's equation, with 80 intervals across the film and grounded side boundaries 20 nm from the strip, agrees with the mid-height potential within 0.5% and with this near-electrode field within 2%.

The sign of $E_z$ has a simple consequence. In the lower half of the film the field points down and favours domain 2; in the upper half it points up and favours domain 1. Domain 1 lies on the left, and the wall leans to the left with increasing height. The field therefore pushes the lower part of the wall left and the upper part right. Both displacements reduce the tilt. Whether the wall actually straightens depends on pinning and screening, which this calculation does not include.

### 5. Sensitivity to angle and temperature

For a small change of angle at fixed $P$,

$$\Delta\sigma\approx2P\cos\theta\,\Delta\theta ,$$

with $\Delta\theta$ in radians. An increase of $0.1^\circ$ raises the charge by 0.175 µC/cm², or 10% of its original value. Near an upright wall the charge is nearly proportional to the angle, so its relative error is nearly that of the angle.

Heating by 60 K lowers $P$ by $50\times60=3000$ µC/m², which is 0.30 µC/cm². If the angle stays fixed,

$$|\Delta\sigma|=2\times0.30\times0.017452=0.0105\ \text{µC/cm}^2 ,$$

or 0.60% of $\sigma$. For these values, an angular error of $0.1^\circ$ matters much more than the heating.

### The model and a real hafnia film

A thickness near 10 nm, a permittivity near 30 and a coercive field of order 1 MV/cm are reasonable rough values for ferroelectric hafnia films. The polarization of 50 µC/cm² suits a well-ordered polar region; the remanent polarization of a polycrystalline film is often lower, because grains are misoriented and some material is nonpolar. What enters $\sigma$ is the local polarization on the two sides of the wall, not the film average. If the local value were 20 µC/cm² at the same angle, the charge would be 0.70 µC/cm². One assumption that clearly fails at this thickness is the smooth one-degree plane: with steps one cell wide, the mean remains 1.745 µC/cm², but individual columns carry either 0 or 5.0 µC/cm². Perfect screening by the electrodes is another. With an effective screening length $l_s$ at each electrode, a uniformly polarized region feels a depolarizing field $2Pl_s/[\varepsilon_0(d+2\varepsilon_rl_s)]$. This equals the 0.53 MV/cm of the strip at $l_s\approx0.005$ nm and is about 1.1 MV/cm at $l_s=0.01$ nm, so in a real capacitor it can outweigh the field of the average wall charge. The numerical output below lists the input values and the main results.

## Calculated quantities

```
INPUTS (material values are rough)
polarization: 0.50 C/m2
polarization: 50.0 uC/cm2
tilt from polar axis: 1.0 degree
film thickness: 10.0 nm
cell edge: 0.50 nm
relative permittivity: 30
coercive field: 1.0 MV/cm
band gap: 5.5 eV
pyroelectric coefficient, size: 50 uC/(m2 K)
heating: 60 K
BOUND CHARGE
sin(theta): 0.017452
cos(theta): 0.999848
sigma = 2 P sin(theta): 1.7452 uC/cm2
same in SI: 0.017452 C/m2
smooth wall, integrated: 1.7452 uC/cm2
stepped wall, counted: 1.7447 uC/cm2
steps in counted wall: 349 in 20000 rows
slip, factor 2 missing: 0.8726 uC/cm2
slip, cosine for sine: 99.98 uC/cm2
wall across axis, 2P: 100.0 uC/cm2
SCREENING
total bound, no carriers: 0.0582 uC/cm2
carriers to compensate: 1.089e+13 1/cm2
wall area per carrier: 9.18 nm2
mean normal field: 0.329 MV/cm
NEGLECTED EFFECTS
height per step: 28.6 nm
wall shift across film: 0.175 nm
mean steps across film: 0.349
distance from single step: 1.0 nm
field at that distance: 3.00 MV/cm
mid-height potential of strip: 0.122 V
axial field one cell from electrode: 0.532 MV/cm
sigma change for +0.1 degree: 0.175 uC/cm2
sigma loss on heating: 0.0105 uC/cm2
relative loss on heating: 0.60 percent
```
